# Thermal stability limit of a silicon carbide switch at constant current: a numerical check

```python
"""
Result under test: a device with resistance R(T) = R0 (T/T0)^n, carrying a
constant current I through a constant thermal resistance Rth to ambient Ta,
has stable steady states only below T* = n Ta/(n-1), for n > 1.
The largest current with any steady state is
Imax = sqrt((n-1)^(n-1)/n^n * T0^n / (Ta^(n-1) Rth R0)).
T: junction temperature (K); C: lumped heat capacity (J/K).
Device lengths are in cm, areas in cm2, densities in cm^-3.
"""
import numpy as np
from scipy.constants import e, k, epsilon_0, zero_Celsius
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

# Rough 10 kV class 4H-SiC MOSFET and its cooling
n = 2.4
Ta = 300.0
T0 = 300.0
thickness = 100e-4
doping = 6e14
mobility = 900.0
area = 0.3
Rth = 0.8
C = 10.0
R0 = thickness / (e * doping * mobility * area)
tau = Rth * C


def resistance(T, exponent=n):
    return R0 * (T / T0) ** exponent


def net_heat(T, current):
    return current**2 * resistance(T) - (T - Ta) / Rth


def numerical_limit(res, thermal, ambient):
    """Largest current allowed by the heat balance, and its temperature."""
    def minus_current_squared(T):
        return -(T - ambient) / (thermal(T) * res(T))
    found = minimize_scalar(minus_current_squared, method="bounded",
                            bounds=(ambient + 1, 5 * ambient),
                            options={"xatol": 1e-8})
    return found.x, np.sqrt(-found.fun)


def limit_temperature(exponent, ambient):
    return exponent * ambient / (exponent - 1)


def limit_current(exponent, ambient):
    shape = (exponent - 1) ** (exponent - 1) / exponent**exponent
    return np.sqrt(shape * T0**exponent
                   / (ambient ** (exponent - 1) * Rth * R0))


def constant_Rth(T):
    return Rth


# Limit from direct maximization against the closed formulas
for exponent, ambient in [(1.5, 300.0), (2.4, 300.0), (2.4, 350.0),
                          (3.0, 330.0)]:
    T_num, I_num = numerical_limit(lambda T: resistance(T, exponent),
                                   constant_Rth, ambient)
    assert abs(T_num - limit_temperature(exponent, ambient)) < 1e-2
    assert abs(I_num / limit_current(exponent, ambient) - 1) < 1e-8

T_star = limit_temperature(n, Ta)
I_max = limit_current(n, Ta)
T_star_num, I_max_num = numerical_limit(resistance, constant_Rth, Ta)


# Number of steady states on either side of the limiting current
def sign_changes(values):
    return int(np.sum(np.sign(values[1:]) != np.sign(values[:-1])))


T_grid = np.geomspace(Ta, 2e4, 200001)
count_below = sign_changes(net_heat(T_grid, 0.999 * I_max))
count_above = sign_changes(net_heat(T_grid, 1.001 * I_max))
assert count_below == 2 and count_above == 0

# Exponent below one: a steady state survives very strong heating
x = np.geomspace(1.0, 1e5, 200001)
assert sign_changes(3 * x**0.8 - (x - 1)) == 1
assert sign_changes(3 * x**2.4 - (x - 1)) == 0

# Stability of both steady states at 95 % of the limiting current
I_95 = 0.95 * I_max
T_low = brentq(net_heat, Ta, T_star, args=(I_95,), xtol=1e-12)
T_high = brentq(net_heat, T_star, 10 * Ta, args=(I_95,), xtol=1e-12)


def evolve(T_start, current, duration, events=None):
    return solve_ivp(lambda t, T: net_heat(T, current) / C, (0, duration),
                     [T_start], method="DOP853", rtol=1e-12, atol=1e-11,
                     events=events)


def growth_formula(T):
    return (n * (T - Ta) / T - 1) / tau


measured_rates = []
for T_steady in (T_low, T_high):
    push, duration = 1e-3, 0.5 * tau
    final = evolve(T_steady + push, I_95, duration).y[0, -1]
    rate = np.log((final - T_steady) / push) / duration
    assert abs(rate / growth_formula(T_steady) - 1) < 1e-3
    measured_rates.append(rate)
assert measured_rates[0] < 0 < measured_rates[1]

# Heating from ambient, below and above the limiting current
settled = evolve(Ta, I_95, 60 * tau).y[0, -1]
assert abs(settled - T_low) < 1e-3


def passes_limit(t, T):
    return T[0] - T_star


def reaches_900(t, T):
    return T[0] - 900.0


reaches_900.terminal = True
runaway = evolve(Ta, 1.05 * I_max, 60 * tau, [passes_limit, reaches_900])
assert len(runaway.t_events[0]) == 1 and len(runaway.t_events[1]) == 1
time_limit = runaway.t_events[0][0]
time_900 = runaway.t_events[1][0]

# Rough package limit of 175 degrees Celsius: current and sensitivity
T_pack = 175.0 + zero_Celsius
I_pack = np.sqrt((T_pack - Ta) / (Rth * resistance(T_pack)))
slope = 2 * (T_pack - Ta) / (I_pack * (1 - n * (T_pack - Ta) / T_pack))
step = 1e-5 * I_pack
T_plus, T_minus = [brentq(net_heat, Ta, T_star, args=(I_pack + s,),
                          xtol=1e-12) for s in (step, -step)]
assert abs((T_plus - T_minus) / (2 * step) / slope - 1) < 1e-5

# Neglected effect: temperature-independent series resistance
R_series = 5e-3 / area


def with_series(T):
    return resistance(T) + R_series


T_series, I_series = numerical_limit(with_series, constant_Rth, Ta)

# Neglected effect: die conductivity falling as T^-1.3 (upper estimate)
die_thickness, conductivity = 450e-4, 3.7
Rth_die = die_thickness / (conductivity * area)


def rising_Rth(T):
    return Rth - Rth_die + Rth_die * (T / Ta) ** 1.3


T_die, I_die = numerical_limit(resistance, rising_Rth, Ta)
T_both, I_both = numerical_limit(with_series, rising_Rth, Ta)

# Neglected effect: velocity saturation, v = mu E / (1 + mu E / v_sat)
v_sat = 2e7
I_sat = e * doping * area * v_sat


def current_with_saturation(T):
    def balance(I):
        return (I**2 * resistance(T) / (1 - I / I_sat)
                - (T - Ta) / Rth)
    return brentq(balance, 0, 0.9 * I_sat, xtol=1e-13)


found = minimize_scalar(lambda T: -current_with_saturation(T),
                        bounds=(Ta + 1, 5 * Ta), method="bounded",
                        options={"xatol": 1e-7})
T_vel, I_vel = found.x, -found.fun
assert abs(T_vel - T_star) < 0.05
velocity = I_max / (e * doping * area)

# Neglected effects: ionization, intrinsic carriers, degeneracy, fields
Nc_300, Nv_300, gap, donor_depth = 1.7e19, 2.5e19, 3.2, 0.12


def neutral_fraction(T):
    n1 = (0.5 * Nc_300 * (T / 300) ** 1.5
          * np.exp(-donor_depth * e / (k * T)))
    return 1 - 2 / (1 + np.sqrt(1 + 4 * doping / n1))


n_intrinsic = (np.sqrt(Nc_300 * Nv_300) * (T_star / 300) ** 1.5
               * np.exp(-gap * e / (2 * k * T_star)))
V_on = I_max * resistance(T_star)
field_on = V_on / thickness
permittivity = 9.7 * epsilon_0 / 100
field_block = (1e4 / thickness
               + e * doping * thickness / (2 * permittivity))
field_critical = 2e6

print(f"Exponent n = {n}; ambient = {Ta:.0f} K; reference T0 = {T0:.0f} K")
print(f"Drift layer: {thickness*1e4:.0f} um, doping {doping:.1e} cm^-3")
print(f"Mobility at 300 K = {mobility:.0f} cm2/Vs; area = {area} cm2")
print(f"Rth = {Rth} K/W; C = {C:.0f} J/K; Rth*C = {tau:.1f} s")
print(f"R0 at 300 K = {R0:.4f} ohm")
print(f"T* formula = {T_star:.2f} K; numerical = {T_star_num:.2f} K")
print(f"T* in Celsius = {T_star - zero_Celsius:.1f} C")
print(f"Temperature rise at T* = {T_star - Ta:.2f} K")
print(f"Imax formula = {I_max:.3f} A; numerical = {I_max_num:.3f} A")
print(f"R(T*)/R0 = {resistance(T_star)/R0:.3f}")
print(f"R(T*) = {resistance(T_star):.3f} ohm")
print(f"Power at limit = {I_max**2*resistance(T_star):.1f} W")
print(f"Voltage at limit = {V_on:.2f} V")
print(f"Steady states at 0.999 Imax: {count_below}")
print(f"Steady states at 1.001 Imax: {count_above}")
print(f"0.95 Imax = {I_95:.3f} A")
print(f"  stable state = {T_low:.1f} K; unstable = {T_high:.1f} K")
print(f"  measured growth rate, stable = {measured_rates[0]:.4f} 1/s")
print(f"  measured growth rate, unstable = {measured_rates[1]:.4f} 1/s")
print(f"  heated from ambient, settles at {settled:.1f} K")
print(f"1.05 Imax from ambient: passes T* at {time_limit:.1f} s")
print(f"  reaches 900 K at {time_900:.1f} s")
print(f"Package limit = {T_pack:.2f} K; current there = {I_pack:.3f} A")
print(f"  fraction of Imax = {I_pack/I_max:.4f}")
print(f"  dT/dI = {slope:.1f} K/A")
print(f"  rise per 1 % of current = {slope*I_pack*0.01:.1f} K")
print(f"Ambient 350 K: T* = {limit_temperature(n, 350.0):.1f} K, "
      f"Imax = {limit_current(n, 350.0):.3f} A")
print(f"n = 2.2: T* = {limit_temperature(2.2, Ta):.1f} K")
print(f"n = 2.6: T* = {limit_temperature(2.6, Ta):.1f} K")
print(f"Series resistance = {R_series*1e3:.1f} mohm: "
      f"T* = {T_series:.1f} K, Imax = {I_series:.3f} A")
print(f"Die part of Rth at 300 K = {Rth_die:.4f} K/W")
print(f"  falling conductivity: T* = {T_die:.1f} K, Imax = {I_die:.3f} A")
print(f"Both together: T* = {T_both:.1f} K, Imax = {I_both:.3f} A")
print(f"Drift velocity at Imax = {velocity:.2e} cm/s; "
      f"saturation = {v_sat:.1e} cm/s")
print(f"  with saturation: T* = {T_vel:.1f} K, Imax = {I_vel:.3f} A")
print(f"Neutral donors at 300 K = {100*neutral_fraction(300.0):.2f} %")
print(f"Neutral donors at T* = {100*neutral_fraction(T_star):.2f} %")
print(f"Intrinsic density at T* = {n_intrinsic:.1e} cm^-3")
print(f"Doping / band density at 300 K = {doping/Nc_300:.1e}")
print(f"On-state field at limit = {field_on*1e-6:.5f} MV/cm")
print(f"Peak field blocking 10 kV = {field_block*1e-6:.2f} MV/cm")
print(f"Rough critical field = {field_critical*1e-6:.1f} MV/cm")
assert field_on < field_block < field_critical
print("success")
```

It prints:

```
Exponent n = 2.4; ambient = 300 K; reference T0 = 300 K
Drift layer: 100 um, doping 6.0e+14 cm^-3
Mobility at 300 K = 900 cm2/Vs; area = 0.3 cm2
Rth = 0.8 K/W; C = 10 J/K; Rth*C = 8.0 s
R0 at 300 K = 0.3853 ohm
T* formula = 514.29 K; numerical = 514.29 K
T* in Celsius = 241.1 C
Temperature rise at T* = 214.29 K
Imax formula = 13.809 A; numerical = 13.809 A
R(T*)/R0 = 3.646
R(T*) = 1.405 ohm
Power at limit = 267.9 W
Voltage at limit = 19.40 V
Steady states at 0.999 Imax: 2
Steady states at 1.001 Imax: 0
0.95 Imax = 13.119 A
  stable state = 416.7 K; unstable = 685.6 K
  measured growth rate, stable = -0.0410 1/s
  measured growth rate, unstable = 0.0437 1/s
  heated from ambient, settles at 416.7 K
1.05 Imax from ambient: passes T* at 59.9 s
  reaches 900 K at 105.9 s
Package limit = 448.15 K; current there = 13.544 A
  fraction of Imax = 0.9808
  dT/dI = 105.9 K/A
  rise per 1 % of current = 14.3 K
Ambient 350 K: T* = 600.0 K, Imax = 12.397 A
n = 2.2: T* = 550.0 K
n = 2.6: T* = 487.5 K
Series resistance = 16.7 mohm: T* = 518.6 K, Imax = 13.729 A
Die part of Rth at 300 K = 0.0405 K/W
  falling conductivity: T* = 497.2 K, Imax = 13.482 A
Both together: T* = 501.0 K, Imax = 13.397 A
Drift velocity at Imax = 4.79e+05 cm/s; saturation = 2.0e+07 cm/s
  with saturation: T* = 514.3 K, Imax = 13.645 A
Neutral donors at 300 K = 0.72 %
Neutral donors at T* = 0.05 %
Intrinsic density at T* = 9.7e+03 cm^-3
Doping / band density at 300 K = 3.5e-05
On-state field at limit = 0.00194 MV/cm
Peak field blocking 10 kV = 1.56 MV/cm
Rough critical field = 2.0 MV/cm
success
```
